# The static Dyson equation and the freedom in the exchange–correlation kernel, part 2

How far do the static responses of $N$ interacting electrons and their Kohn–Sham (KS) system fix the exchange–correlation kernel $f_{xc}$? Hartree atomic units are used except in part (h). The external potential is $u$, the repulsion $v(\mathbf r,\mathbf r')=1/|\mathbf r-\mathbf r'|$ with operator $\hat W$, and the density operator $\hat n$. The KS potential $v_s$ reproduces the interacting density; its orbitals and energies are $\varphi_p$, $\varepsilon_p$, and $\rho_{ia}=\varphi_i\varphi_a$.

Kernel products integrate over the shared argument, $\langle p|A|q\rangle$ over both. $\mathbb 1$ equals one everywhere; zero-mean means $\langle\mathbb 1|p\rangle=0$. On $L$ sites $P=1-|\mathbb 1\rangle\langle\mathbb 1|/L$. At fixed $N$, $\delta n=\chi\,\delta u=\chi_s\,\delta v_s$, with $\chi$, $\chi_s$ symmetric. Also $K=v+f_{xc}$, $v_H=v\,n$, $E_H=\tfrac12\langle n|v|n\rangle$, and $E_{xc}$ has potential $v_{xc}$.

A1: both ground states are non-degenerate and gapped, the KS one closed-shell. A2: both are non-zero for almost all positions, for some spin assignment. On a lattice, part (b) needs only that $\sum_i\delta u(\mathbf r_i)=c$ on all configurations with non-zero amplitude forces constant $\delta u$. Then $\chi$ and $\chi_s$ annihilate only constants, and their ranges are the whole zero-mean space (dense in it in the continuum).

$$\chi_s(\mathbf r,\mathbf r')=-4\sum_{i}^{\rm occ}\sum_a^{\rm empty}\frac{\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r')}{\varepsilon_a-\varepsilon_i}\tag{3}$$

$$\chi\mathbb 1=0,\qquad\langle\mathbb 1|\chi=0,\qquad\chi_s\mathbb 1=0,\qquad\langle\mathbb 1|\chi_s=0\tag{4}$$

With $\delta\hat U=\int\delta u\,\hat n$ and eigenstates $|k\rangle$ of energy $E_k$,

$$\langle\delta u|\chi|\delta u\rangle=-2\sum_{k\neq0}\frac{\langle k|\delta\hat U|0\rangle^2}{E_k-E_0}\le0\tag{5}$$

$$v_s[n]=u[n]+v_H[n]+v_{xc}[n]+c[n]\tag{6}$$

For $n=n_0+s_1\delta n_1+s_2\delta n_2$ with zero-mean directions,

$$\frac{\partial^2E_{xc}}{\partial s_2\,\partial s_1}=\langle\delta n_1|f_{xc}|\delta n_2\rangle\tag{8}$$

$$\chi=\chi_s+\chi_s\,(v+f_{xc})\,\chi\tag{9}$$

$$\chi=(1-\chi_sK)^{-1}\chi_s\tag{11}$$

$$(1-\chi_sK)^{-1}=1+\chi K\tag{12}$$

$$Pf_{xc}P=\chi_s^{-1}-\chi^{-1}-PvP\tag{13}$$

The inverses in (13) are taken on the zero-mean space.

## (e) How far the response fixes the kernel

For given $\chi$ and $\chi_s$, find all kernels that satisfy (9), and all symmetric ones. Identify the combinations of values of $f_{xc}$ that all of them share.

**Solution.** Let $f_{xc}$ and $f_{xc}+D$ both satisfy (9). Subtracting the two equations gives $\chi_sD\chi=0$; conversely, if $\chi_sD\chi=0$ and $f_{xc}$ satisfies (9), so does $f_{xc}+D$. The task is to solve $\chi_sD\chi=0$.

A sufficient form. Take $D(\mathbf r,\mathbf r')=a(\mathbf r)+b(\mathbf r')$, that is $D=|a\rangle\langle\mathbb 1|+|\mathbb 1\rangle\langle b|$. Then

$$\chi_sD\chi=\chi_s|a\rangle\,\langle\mathbb 1|\chi+\chi_s|\mathbb 1\rangle\,\langle b|\chi=0,$$

where the first term vanishes by $\langle\mathbb 1|\chi=0$ and the second by $\chi_s\mathbb 1=0$. The term $a(\mathbf r)$ multiplies $\int\delta n$, which is zero at fixed $N$. The term $b(\mathbf r')$ produces the potential $\langle b|\delta n\rangle\mathbb 1$, a constant, which moves no charge. Only (4) was used, with $a$ and $b$ such that the integrals exist.

The form is necessary. For any $p,q$, $0=\langle p|\chi_sD\chi|q\rangle=\langle\chi_sp|D|\chi q\rangle$. So $D$ vanishes between the range of $\chi_s$ and the range of $\chi$. On a lattice both are the full zero-mean space. In the continuum they are dense in it, and the conclusion extends to all zero-mean functions provided $D$ is a continuous bilinear form in the norm in which the density holds; this condition is assumed. Choose any reference function $h$ with $\int h=1$. For arbitrary $p$, the function $\tilde p=p-h\langle\mathbb 1|p\rangle$ has zero mean, and likewise $\tilde q$. Expanding $\langle\tilde p|D|\tilde q\rangle=0$,

$$\langle p|D|q\rangle=\langle p|D|h\rangle\langle\mathbb 1|q\rangle+\langle p|\mathbb 1\rangle\langle h|D|q\rangle-\langle p|\mathbb 1\rangle\langle h|D|h\rangle\langle\mathbb 1|q\rangle .$$

Define $\alpha_h(\mathbf r)=\int D(\mathbf r,\mathbf r')h(\mathbf r')\,d^3r'$, $\beta_h(\mathbf r')=\int h(\mathbf r)D(\mathbf r,\mathbf r')\,d^3r$ and $c_h=\langle h|D|h\rangle$. Since $p$ and $q$ are arbitrary,

$$D(\mathbf r,\mathbf r')=\alpha_h(\mathbf r)+\beta_h(\mathbf r')-c_h, \tag{15}$$

which is of the form $a(\mathbf r)+b(\mathbf r')$. The general solution of (9) for the kernel is therefore $f_{xc}+a(\mathbf r)+b(\mathbf r')$.

Symmetric kernels. If both kernels are symmetric, so is $D$, and then $\alpha_h=\beta_h$ from their definitions. With $g=\alpha_h-c_h/2$,

$$f_{xc}(\mathbf r,\mathbf r')\;\longrightarrow\;f_{xc}(\mathbf r,\mathbf r')+g(\mathbf r)+g(\mathbf r'). \tag{16}$$

At fixed $N$ a symmetric kernel is defined up to (16), and up to nothing more. The equality of the two functions is a consequence of requiring symmetry; (9) alone allows independent $a$ and $b$. A given symmetric $D$ determines $g$ uniquely, since $g(\mathbf r)+g(\mathbf r')=0$ at $\mathbf r=\mathbf r'$ gives $g=0$. A constant $c$ added to the kernel is the case $g=c/2$. On $L$ sites the count agrees with (13): a symmetric matrix has $L(L+1)/2$ parameters, $Pf_{xc}P$ has $L(L-1)/2$, and the difference is $L$, the number of values $g_i$. Without symmetry, $L^2-(L-1)^2=2L-1$ is the number of values $a_i,b_j$ less the one redundancy $(a+c,\,b-c)$.

Invariants. The shared content is the bilinear form (8). With $\delta n_1$ moving unit charge from $\mathbf s$ to $\mathbf r$ and $\delta n_2$ from $\mathbf s'$ to $\mathbf r'$, it is the double difference

$$\Delta f=f_{xc}(\mathbf r,\mathbf r')-f_{xc}(\mathbf r,\mathbf s')-f_{xc}(\mathbf s,\mathbf r')+f_{xc}(\mathbf s,\mathbf s'), \tag{17}$$

wherever the kernel is an ordinary function. Under $D=a+b$ it changes by $[a(\mathbf r)+b(\mathbf r')]-[a(\mathbf r)+b(\mathbf s')]-[a(\mathbf s)+b(\mathbf r')]+[a(\mathbf s)+b(\mathbf s')]=0$. The value of $f_{xc}$ at a pair of points, its sign there, and its diagonal on a lattice have no meaning at fixed $N$. A unique representative is selected by a condition such as $f_{xc}h=0$ and $\langle h|f_{xc}=0$. Starting from any symmetric kernel, it is

$$f^{(h)}(\mathbf r,\mathbf r')=f_{xc}(\mathbf r,\mathbf r')-(f_{xc}h)(\mathbf r)-(f_{xc}h)(\mathbf r')+\langle h|f_{xc}|h\rangle, \tag{18}$$

as is seen by integrating against $h(\mathbf r')$: the first two terms cancel each other, and so do the last two. It has the form (16) with $g=\tfrac12\langle h|f_{xc}|h\rangle-f_{xc}h$.

Limiting cases. For one electron, with its spin projection held fixed so that the ground state is non-degenerate, $\hat W=0$, so $\chi=\chi_s$, the kernel $K=0$ solves (9), and every symmetric solution is $f_{xc}=-v+g(\mathbf r)+g(\mathbf r')$. For a translation-invariant system in a periodic box, with A1 assumed (closed shells secure it for the KS system only; the interacting ground state must be non-degenerate as a separate condition), one may require the kernel to depend on $\mathbf r-\mathbf r'$ only. Setting $\mathbf r=\mathbf r'$ in $D$ shows that $2g(\mathbf r)$ is then constant, so only the wave-vector-zero component of $f_{xc}$ is free, and (9) reads $\chi(\mathbf q)=\chi_s(\mathbf q)/[1-(4\pi/q^2+f_{xc}(\mathbf q))\chi_s(\mathbf q)]$ for each $\mathbf q\neq0$.

Failure of necessity. If the response has null vectors other than the constants, the range is smaller and more kernels are equivalent. This happens when the lattice condition of part (b) fails, it can happen when A2 fails in the continuum, and it happens in a finite orbital basis, where the sum in (3) has finitely many terms and only the matrix elements of $K$ between the products $\rho_{ia}$ matter. Sufficiency survives in these cases.

## (f) The freedom at the level of the energy functional

Two smooth functionals $E_{xc}$ and $E'_{xc}$, defined for densities of any particle number near $N$, agree whenever $\int n=N$. Relate their potentials and kernels at such a density, with derivatives taken without constraint.

**Solution.** Let $\mathcal N[n]=\int n$ and $\Delta E=E'_{xc}-E_{xc}$. With a reference function $h$ of unit integral, write $n=n_\perp+(\mathcal N-N)h$, where $n_\perp$ integrates to $N$, so that $\Delta E[n_\perp]=0$. Integrating the derivative along the straight line from $n_\perp$ to $n$,

$$\Delta E[n]=\int_0^1\frac{d}{ds}\Delta E\big[n_\perp+s(\mathcal N-N)h\big]\,ds=(\mathcal N-N)\,G[n],$$

$$G[n]=\int_0^1\Big\langle h\,\Big|\,\frac{\delta\Delta E}{\delta n}\big[n_\perp+s(\mathcal N-N)h\big]\Big\rangle\,ds .$$

Every such pair therefore has the form $E'_{xc}=E_{xc}+(\mathcal N-N)G$. Let $g=\delta G/\delta n$ and use $\delta\mathcal N/\delta n(\mathbf r)=1$. The product rule gives

$$v'_{xc}(\mathbf r)=v_{xc}(\mathbf r)+G[n]+(\mathcal N-N)\,g(\mathbf r). \tag{19}$$

Differentiating with respect to $n(\mathbf r')$, the term $G$ gives $g(\mathbf r')$ and the last term gives $g(\mathbf r)+(\mathcal N-N)\,\delta g(\mathbf r)/\delta n(\mathbf r')$. At $\mathcal N=N$,

$$v'_{xc}=v_{xc}+G[n],\qquad f'_{xc}(\mathbf r,\mathbf r')=f_{xc}(\mathbf r,\mathbf r')+g(\mathbf r)+g(\mathbf r'). \tag{20}$$

This is (16) again, and every $g$ is reached, by $G=\int g\,n$ with $g$ independent of $n$. The term $g(\mathbf r')$ is the derivative of the density-dependent constant $G[n]$ added to the potential, which is compensated in (6) by $c'[n]=c[n]-G[n]$. The term $g(\mathbf r)$ is the change in the shape of the potential per added electron. A kernel obtained as an unconstrained second derivative is symmetric, which ties the two functions together. Choosing $g$ is equivalent to choosing how the functional behaves, to this order, off the $N$-electron densities.

## (g) Derivatives with respect to particle number

Consider a KS calculation with a functional that is smooth in the density for any particle number. Let the occupation of the non-degenerate highest occupied orbital $\varphi_H$ be $2+\epsilon$, shared equally between the spins, with $u$ fixed. Find the Fukui function $f^-=dn/d\epsilon$ and the curvature $\eta=d\varepsilon_H/d\epsilon$ at $\epsilon=0$, and how they change under (16).

**Solution.** The density is $n=\sum_i\nu_i\varphi_i^2$ with occupations $\nu_i$; the physical range is $\epsilon\le0$. To first order, $\delta n=\epsilon\varphi_H^2+2\sum_i\nu_i\varphi_i\,\delta\varphi_i$, where one-particle perturbation theory gives $\delta\varphi_i=\sum_{p\neq i}\varphi_p\langle\varphi_p|\delta v_s|\varphi_i\rangle/(\varepsilon_i-\varepsilon_p)$. Since $\delta v_s$ is of order $\epsilon$, the occupations in the second term can be set to 2. The contributions of an occupied pair $(i,j)$ then carry $1/(\varepsilon_i-\varepsilon_j)+1/(\varepsilon_j-\varepsilon_i)=0$ and cancel. The occupied–empty terms are $4\rho_{ia}\langle\rho_{ia}|\delta v_s\rangle/(\varepsilon_i-\varepsilon_a)$, which is (3). With $u$ fixed, $\delta v_s=K\,\delta n$, where $K$ now contains the unconstrained kernel of the functional and acts on a $\delta n$ of integral $\epsilon$. Dividing by $\epsilon$ and using (12),

$$f^-=\varphi_H^2+\chi_sKf^-\quad\Longrightarrow\quad f^-=(1+\chi K)\,\varphi_H^2,\qquad\int f^-=1. \tag{21}$$

The eigenvalue changes by $\langle\varphi_H^2|\delta v_s\rangle$, so

$$\eta=\langle\varphi_H^2|K|f^-\rangle=\langle\varphi_H^2|K|\varphi_H^2\rangle+\langle K\varphi_H^2|\chi|K\varphi_H^2\rangle. \tag{22}$$

The second term is the orbital relaxation. It is negative or zero when the self-consistent solution is a minimum of the energy: with $\lambda p$ added to $u$, the minimized energy $E(\lambda)$ is a minimum over functions linear in $\lambda$ and hence concave, while $dE/d\lambda=\langle p|n\rangle$ gives $d^2E/d\lambda^2=\langle p|\chi|p\rangle$, so $\langle p|\chi|p\rangle\le0$ for every $p$, the analogue of (5) for this model. The energy $E=\sum_i\nu_i\langle\varphi_i|-\tfrac12\nabla^2+u|\varphi_i\rangle+E_H+E_{xc}$ is stationary with respect to normalized orbital changes, so $dE/d\nu_H$ is the explicit derivative $\langle\varphi_H|-\tfrac12\nabla^2+u+v_H+v_{xc}|\varphi_H\rangle=\varepsilon_H$ (Janak's theorem). Hence $\eta=d^2E/dN^2$, the hardness of this model without a factor $\tfrac12$.

Now let $K'=K+|g\rangle\langle\mathbb 1|+|\mathbb 1\rangle\langle g|$. The orbitals, $\chi_s$ and $\chi$ at $\epsilon=0$ are unchanged, because by (20) the potential moves by a constant. Acting on the new Fukui function, whose integral is one, $K'f'=Kf'+g+\langle g|f'\rangle\mathbb 1$. The constant is removed by $\chi_s$, but $g$ is not:

$$(1-\chi_sK)f'=\varphi_H^2+\chi_sg\quad\Longrightarrow\quad f'=f^-+\chi g, \tag{23}$$

by (21) and (11). This agrees with (19): at $N+\epsilon$ electrons the modified functional adds the potential $\epsilon g$, to which the density responds with $\epsilon\chi g$. For the curvature, with $\int\varphi_H^2=1$,

$$\eta'=\langle\varphi_H^2|K|f'\rangle+\langle\varphi_H^2|g\rangle+\langle g|f'\rangle=\eta+\langle\varphi_H^2|K\chi|g\rangle+\langle\varphi_H^2|g\rangle+\langle g|f^-\rangle+\langle g|\chi|g\rangle .$$

The second and third terms combine, by the symmetry of $K$ and $\chi$, to $\langle g|(1+\chi K)\varphi_H^2\rangle=\langle g|f^-\rangle$. Therefore

$$\eta'=\eta+2\langle g|f^-\rangle+\langle g|\chi|g\rangle. \tag{24}$$

By part (b), $\chi g\neq0$ unless $g$ is constant, and a constant $g$ still shifts $\eta$ by $2g$. A kernel extracted from fixed-$N$ data through (13) cannot be inserted in (21) or (22): the result would depend on the arbitrary $g$.

In the exact theory, fractional particle numbers are described by zero-temperature ensembles. If the integer ground-state energies are convex in $N$, the lowest ensemble with $N-|\epsilon|$ electrons mixes the $(N-1)$- and $N$-electron ground states with weights $|\epsilon|$ and $1-|\epsilon|$. Energy and density are then linear in $\epsilon$, so $f^-=n_N-n_{N-1}$ and the curvature is zero between integers, while the slope changes at $N$ from $E_N-E_{N-1}$ to $E_{N+1}-E_N$, where $E_M$ is the ground-state energy of $M$ electrons. Convexity makes the change $E_{N-1}+E_{N+1}-2E_N$ non-negative, and whenever it is positive the exact extension is not smooth across $N$. If symmetric limiting kernels exist from below and from above, both satisfy (9) at $N$, so by part (e) they differ by a term of the form (16). A non-zero $\eta$ from a smooth approximation is a property of that approximation.

## (h) An exactly solvable model

Two electrons move on an open chain of $L=6$ sites with hopping $T_{i,i\pm1}=-t$, site potentials $u=(-0.5,\,0,\,0.5,\,0,\,-0.5,\,-1)\,t$, and repulsion $w_{ij}=U/\sqrt{1+(i-j)^2}$ with $U=2t$ in place of $v$. Show that the assumptions of parts (a) and (b) hold, construct $v_s$, obtain $f_{xc}$ without using (9), and examine (9) and (16).

When constants are the only potentials without a response, a symmetric kernel at fixed $N$ is defined up to $g(\mathbf r)+g(\mathbf r')$, a freedom that leaves $\chi$ unchanged but matters for derivatives with respect to particle number. It remains to solve the six-site model just posed and to examine a molecule in the local density approximation.
